# How self-absorption widens a Gaussian line from a uniform slab

## Problem

A plane slab of thickness $L$ is uniform and glows in one spectral line. Its absorption coefficient, net of stimulated emission, is Gaussian in frequency:

$$
\kappa(\nu)=\kappa_0\,e^{-x^2},\qquad x=\frac{\nu-\nu_0}{a}.
$$

Here $\nu_0$ is the line centre and $a$ is the half-width at which $\kappa$ has fallen to $1/e$ of its central value. The emission coefficient $j(\nu)$ is the power emitted per unit volume, solid angle and frequency. The source function $S=j/\kappa$ is the same at every depth and is constant across the line. No light enters from behind, and the slab is viewed along its normal.

The optical depth at line centre is $\tau_0=\kappa_0L=10$. By what factor does the full width at half maximum of the emerging line exceed that of an optically thin line with the same absorption profile?

## A tempting solution

Since $j=\kappa S$ and $S$ is constant, every layer emits a Gaussian line of the same centre and width. The slab is a stack of such layers. Adding their contributions gives

$$
I(\nu)=\int_0^L j(\nu)\,dz=S\kappa_0L\,e^{-x^2}=S\tau_0e^{-x^2}.
$$

A sum of Gaussians with equal centres and widths is again a Gaussian of that width. A thicker slab is therefore brighter, but its line is no wider, and the factor is 1.

## Where it fails

The first two sentences of this argument are correct: each layer does emit the same Gaussian. The fault lies in the integral, which lets the light of every layer reach the front face undiminished. The coefficient $\kappa$ that fixes the emission also removes light on its way out, and it removes most at line centre.

The result itself shows the trouble. It gives a central intensity of $10\,S$. But the change of intensity along the path is emission minus absorption,

$$
\frac{dI}{dz}=j-\kappa I=\kappa(S-I), \tag{1}
$$

and the right side vanishes when $I$ reaches $S$. A beam that starts from zero cannot climb past $S$, so a peak of $10\,S$ is impossible.

## Correct solution

**The emerging intensity.** Let $z$ run from the back face, $z=0$, to the front face, $z=L$. Multiply (1) by $e^{\kappa z}$ and bring the term in $I$ to the left:

$$
e^{\kappa z}\frac{dI}{dz}+\kappa e^{\kappa z}I=\kappa S\,e^{\kappa z}.
$$

By the product rule the left side is the derivative of $e^{\kappa z}I$. Because $\kappa$ and $S$ do not depend on $z$, integration from $0$ to $L$ with $I(0)=0$ gives

$$
e^{\kappa L}I(L)=S\left(e^{\kappa L}-1\right).
$$

Division by $e^{\kappa L}$ yields

$$
I(\nu)=S\left[1-e^{-\tau(\nu)}\right],\qquad \tau(\nu)=\kappa(\nu)L=\tau_0e^{-x^2}. \tag{2}
$$

**The thin line.** For $\tau_0\ll1$ the expansion $e^{-\tau}\approx1-\tau$ turns (2) into $I\approx S\tau_0e^{-x^2}$. This is the tempting result, which is thus right to leading order in a thin slab. Half height requires $e^{-x^2}=\tfrac12$, so $x=\pm\sqrt{\ln2}$, and the full width in frequency is

$$
W_{\rm thin}=2a\sqrt{\ln2}. \tag{3}
$$

**The thick line.** The peak lies at $x=0$, where $\tau$ is largest, and its height is $S(1-e^{-\tau_0})$. Let $\tau_h$ be the optical depth at which the intensity is half of this peak:

$$
S\left(1-e^{-\tau_h}\right)=\tfrac12S\left(1-e^{-\tau_0}\right).
$$

Cancel $S$ and solve for the exponential:

$$
e^{-\tau_h}=1-\tfrac12+\tfrac12e^{-\tau_0}=\frac{1+e^{-\tau_0}}{2},
$$

$$
\tau_h=\ln\frac{2}{1+e^{-\tau_0}}. \tag{4}
$$

The intensity rises steadily with $\tau$, and $\tau$ falls steadily away from line centre. There is therefore one half-height point on each side. It follows from $\tau_h=\tau_0e^{-x_h^2}$:

$$
x_h^2=\ln\frac{\tau_0}{\tau_h},\qquad W=2a\sqrt{\ln\frac{\tau_0}{\tau_h}}.
$$

Dividing by (3) cancels $2a$:

$$
R=\frac{W}{W_{\rm thin}}=\sqrt{\frac{\ln(\tau_0/\tau_h)}{\ln2}}. \tag{5}
$$

**The number.** For $\tau_0=10$, equation (4) gives $\tau_h=0.693102$, slightly below $\ln2=0.693147$. Then $\ln(\tau_0/\tau_h)=2.66916$ and

$$
R=\sqrt{\frac{2.66916}{0.693147}}=1.9623\approx1.96.
$$

The emerging line is about 1.96 times as wide as the thin one. Direct numerical integration of (1) through the slab at $\tau_0=10$, with the width read from the resulting spectrum, also gives 1.9623.

The absorption profile has not changed. At line centre the intensity has saturated at $0.99995\,S$, while the wings, where $\tau$ is still small, continue to grow with thickness. The peak stands still, the wings rise towards it, and the half-height points move outward.

## Limits and a second case

**Small depth.** Expanding (4) to second order in $\tau_0$,

$$
\tau_h=-\ln\left(1-\frac{\tau_0}{2}+\frac{\tau_0^2}{4}\right)\approx\frac{\tau_0}{2}-\frac{\tau_0^2}{4}+\frac{\tau_0^2}{8}=\frac{\tau_0}{2}\left(1-\frac{\tau_0}{4}\right).
$$

The last $\tau_0^2/8$ comes from the quadratic term of the logarithm. Hence $\ln(\tau_0/\tau_h)\approx\ln2+\tau_0/4$, and taking the square root in (5) to first order gives

$$
R\approx1+\frac{\tau_0}{8\ln2}.
$$

At $\tau_0=0.1$ this is 1.018, in agreement with the full formula. At $\tau_0=1$ the full formula gives 1.18, so the widening is already noticeable.

**Large depth.** When $e^{-\tau_0}\ll1$, $\tau_h\to\ln2$ and

$$
R^2\approx\frac{\ln(\tau_0/\ln2)}{\ln2}.
$$

Doubling $\tau_0$ adds $\ln2$ to the numerator and so adds 1 to $R^2$. The growth is slow because a Gaussian wing falls so steeply: even $\tau_0=100$ gives only $R=2.68$.

**Light from behind.** Suppose a background of intensity $I_b$, constant across the line, enters at $z=0$. The same integration with $I(0)=I_b$ gives $I=I_be^{-\tau}+S(1-e^{-\tau})$. Subtracting the background leaves

$$
I-I_b=(S-I_b)\left(1-e^{-\tau}\right).
$$

The frequency dependence is that of (2). The width measured from the background level is therefore still given by (5), whether the line stands above the background ($S>I_b$) or is cut into it ($S<I_b$).

## An extreme-ultraviolet emission band

Take a band centred at 13.5 nm, or 91.84 eV in photon energy, with a thin full width of 3.00 eV. Let the central absorption coefficient be $1000\ \mathrm{cm^{-1}}$ and the thickness $100\ \mu\mathrm m=0.01\ \mathrm{cm}$. Then

$$
\tau_0=1000\times0.01=10,\qquad W=1.9623\times3.00\ \mathrm{eV}=5.89\ \mathrm{eV}.
$$

To express an energy interval $\Delta E$ centred on $E_0$ in wavelength, subtract the wavelengths of its end points:

$$
\Delta\lambda=\frac{hc}{E_0-\Delta E/2}-\frac{hc}{E_0+\Delta E/2}
=\frac{\lambda_0\,\Delta E/E_0}{1-(\Delta E/2E_0)^2}.
$$

The thin width becomes 0.441 nm and the thick width 0.866 nm. These are the half-height points of the energy spectrum converted to wavelength. A spectrum plotted per unit wavelength carries an extra factor $1/\lambda^2$, and its full widths are 0.441 nm and 0.859 nm.

Optics that accept a 2 % wavelength window, here 0.270 nm wide, receive 52.9 % of the thin band's emission along the normal but 30.8 % of the thick band's. This is a loss of share, not of light. At fixed $S$ and fixed profile, (2) increases with $\tau_0$ at every frequency, so the intensity inside the window rises too. The intensity outside it rises by a larger factor. At $\tau_0=10$ the window is already saturated: doubling the depth raises the intensity inside by less than 0.1 % and outside by 18 %.

## Comparison with a real source

These are round model values, in the rough regime of the laser-driven plasma source of an extreme-ultraviolet scanner: a wavelength of 13.5 nm, a temperature of some tens of eV and a size of order 100 µm. The optical depth of 10 is chosen to represent strong self-absorption and is not a measured value. In such a source the Gaussian can stand only for a band of many overlapping ion lines, and the plasma is neither uniform nor a plane slab. The following estimates change one assumption at a time, except that the cooler-front case also keeps the Planck source function of the case before it. Unless stated otherwise, they keep $\tau_0=10$ and compare with a thin band subject to the same change.

**Source function across the band.** In local thermal equilibrium $S$ is the Planck function, which is not constant. At a temperature $kT=30$ eV the ratio becomes 1.961, a negligible change. Equilibrium is an assumption here and in the next case. For a 92 eV transition at this temperature the McWhirter criterion asks for an electron density of about $7\times10^{20}\ \mathrm{cm^{-3}}$, whereas the critical density for the 10.6 µm carbon-dioxide drive laser of a scanner source is about $10^{19}\ \mathrm{cm^{-3}}$. In such a plasma $S$ need not be the Planck function and may vary more across the band.

**Cooler front.** Let $kT$ fall linearly from 30 eV at the back to 20 eV at the front, with the absorption held fixed. At line centre the source function at the front is then 0.208 of that at the back. Light emitted at optical depth $t$ behind the front face is weakened by $e^{-t}$, so the centre of the band shows mainly the cool front, while less opaque frequencies show hotter layers. The band develops a central dip to 0.684 of its peak. The width between the outermost half-height points is 2.11 times the thin width.

**Broader wings.** If the Gaussian is convolved with a Lorentzian of 0.3 eV full width, the ratio is 2.035. The Lorentzian wing falls more slowly than the Gaussian one. The half-height points of both bands move outward, but those of the thick band, which lie farther out in the wing, move by the larger factor.

**Gaps between lines.** Replace the smooth band by equally spaced Gaussian lines with the same mean absorption, seen by an instrument that blurs them together. The line width meant below is the full width at half maximum. Gaps lower the emission both at the band centre and in the wings, so the width can change in either direction.

- With lines half as wide as their spacing, the central emission is $0.984\,S$, and half of it is $0.492\,S$. At the smooth band's half-height point the emission is $0.459\,S$, already below half. The band is narrower, with a ratio of 1.92.
- With lines one fifth as wide as their spacing, the central emission is $0.501\,S$, and half of it is about $0.25\,S$. At the same point the emission is $0.295\,S$, still above half. The band is wider, with a ratio of 2.10.

The outcome depends on the line shape. Lorentzian lines of the same two widths give ratios of 1.95 and 1.86, so the band is then narrower in both cases.

**Oblique view.** At $60^\circ$ from the normal the path through a plane slab doubles. The optical depth is then 20 and the ratio, relative to the thin line, is 2.20.

**Expansion.** A speed of 100 km/s shifts the photon energy by 0.031 eV, about 1 % of the thin band width. The shift is small for the band, but it need not be small for the separate lines within it. A spread of velocities could then alter how well the gaps are filled, an effect not computed here.

For these particular changes the ratio stays between about 1.9 and 2.2. That range is not a bound. Lines one tenth as wide as their spacing give 2.27 if Gaussian and 1.72 if Lorentzian, and a steeper temperature gradient, or a departure from local thermal equilibrium that makes $S$ vary with depth or across the band, could also move it further. The numerical output below lists the model values and the main results.

## Calculated quantities

```
Centre wavelength: 13.5 nm
Centre photon energy: 91.84 eV
Central absorption coefficient: 1000 cm^-1
Slab thickness: 100 um
Central optical depth: 10.0 (no unit)
Gaussian 1/e half-width a: 1.8017 eV
Peak intensity / source function: 0.999955
Optical depth at half height: 0.693102
ln 2: 0.693147
ln(tau0/tau_h): 2.66916
Thin half-width / a: 0.83255
Thick half-width / a: 1.63376
Width ratio, formula: 1.9623
Width ratio, marched transfer equation: 1.9623
Width ratio, large-depth formula: 1.9623
Width ratio at central depth 0.1: 1.0181
Width ratio at central depth 1: 1.1817
Width ratio at central depth 100: 2.6782
Thin FWHM: 3.00 eV = 0.441 nm
Thick FWHM: 5.89 eV = 0.866 nm
2% window, full width: 0.270 nm
Emission share in window, thin: 52.9 %
Emission share in window, thick: 30.8 %
Back temperature kT: 30 eV
Ratio with Planck source at back kT: 1.9612
Front temperature kT in gradient case: 20 eV
Front/back source function at centre: 0.208
Ratio with temperature gradient: 2.110
Centre/peak intensity with gradient: 0.684
Lorentzian FWHM in wing case: 0.3 eV
Ratio with Lorentzian wings: 2.035
Line FWHM / line spacing: 0.5
  width ratio of blurred band: 1.921
  same from explicit marched lines: 1.920
  emission/S at band centre: 0.984
  emission/S at smooth band's half height: 0.459
Line FWHM / line spacing: 0.2
  width ratio of blurred band: 2.097
  same from explicit marched lines: 2.095
  emission/S at band centre: 0.501
  emission/S at smooth band's half height: 0.295
Viewing angle from normal: 60 degrees
Optical depth along oblique view: 20.0
Ratio along oblique view: 2.202
Expansion speed: 100 km/s
Doppler shift from expansion: 0.0306 eV
```
